The Kramers–Pasternack recursion for hydrogenic radial moments and its boundary term, part 2

The radial moments of a nonrelativistic, spinless electron bound to a fixed point nucleus of charge Z obey a recursion. In atomic units (length a₀), with D = d/dr, L = l(l+1), real l > −½, ψ = [u(r)/r] Y_lm:

H = −½D² + V(r),  V(r) = L/(2r²) − Z/r,  Hu = Eu.  (1)

⟨r^k⟩ = ∫₀^∞ r^k u² dr,  ⟨r⁰⟩ = 1.  (2)

Bound states: u = r^{l+1}e^{−κr}Σp_k r^k, k ≤ n_r:

p_{k+1} = 2[κ(k + l + 1) − Z] p_k / [(k+1)(k + 2l + 2)].  (5)

κ = Z/n,  E = −Z²/(2n²),  n = n_r + l + 1.  (6)

u = c r^{l+1} F(r),  F(r) = 1 − Zr/(l+1) + O(r²),  c = p₀ ≠ 0,  (7)

⟨r^k⟩ < ∞  if and only if  k > −2l − 3.  (8)

For smooth f, g, u, W and A = fD − ½f′:

u HW − W Hu = −½ (uW′ − u′W)′.  (9)

[H, g] = −g′D − ½g″.  (12)

[H, fD] = −f′D² − ½f″D − fV′.  (13)

[H, A] = −f′D² + ¼f‴ − fV′.  (15)

B = ½ [ f(uu″ − u′²) + f′uu′ − ½f″u² ].  (18)

For eigenfunctions u:

∫_ε^R u [H,A] u dr = B(ε) − B(R).  (11)

[H, A]u = [2f′(E − V) − fV′ + ¼f‴] u.  (16)

With f = r^{s+1}:

[H, A]u = −K_s u,  (19)

K_s(r) = (s+1)(Z²/n²) r^s − (2s+1)Z r^{s−1} + (s/4)[(2l+1)² − s²] r^{s−2}.  (20)

∫_ε^∞ K_s u² dr = −B(ε).  (21)

B(r) = c² r^{2l+1+s} G(r),  (24)

G = G₀ + G₁r + …,

G₀ = (s/4)(2l + 1 − s).  (25)

G₁ = (Z/m)(s² − ms − 1),  m = 2l + 2.  (26)

(s+1)(Z²/n²)⟨r^s⟩ − (2s+1)Z⟨r^{s−1}⟩ + (s/4)[(2l+1)² − s²]⟨r^{s−2}⟩ = 0,  s > −2l − 1.  (27)

At the edge, s = −2l − 1:

−2l(Z²/n²)⟨r^{−2l−1}⟩ + (4l+1)Z⟨r^{−2l−2}⟩ = ½(2l+1)² c².  (28)

(2l + 1 + s)⟨r^{s−2}⟩ → c²  as s → −2l − 1 from above.  (29) (integral split at r = 1)

Z⟨r^{−2}⟩ = ½c² = 2π|ψ(0)|²  (l = 0).  (30)

**8. The upward chain and the missing moment**

The values s = 0, 1, 2, … are allowed for all l ≥ 0. At s = 0 the third coefficient vanishes while ⟨r^{−2}⟩ is finite by (8), so the term is truly absent, and (27) reads Z²/n² − Z⟨r^{−1}⟩ = 0:

⟨r^{−1}⟩ = Z/n².  (31)

The mean Coulomb energy is −Z⟨r^{−1}⟩ = −Z²/n² = 2E, and the total kinetic energy, radial plus centrifugal, is E − 2E = −E. This is the virial theorem; the operator is A = rD − ½, the generator of dilations up to a constant.

At s = 1 the third coefficient is ¼[(2l+1)² − 1] = L, so 2(Z²/n²)⟨r⟩ − 3Z + L⟨r^{−1}⟩ = 0. With (31), 2(Z²/n²)⟨r⟩ = Z(3 − L/n²), and

⟨r⟩ = (3n² − L)/(2Z).  (32)

At s = 2 the third coefficient is ½[(2l+1)² − 4] = ½(4L − 3), so 3(Z²/n²)⟨r²⟩ = 5Z⟨r⟩ − ½(4L − 3) = ½(15n² − 5L − 4L + 3) = (3/2)(5n² − 3L + 1), and

⟨r²⟩ = n²(5n² + 1 − 3L)/(2Z²).  (33)

The radial variance follows from (32) and (33). Over the common denominator 4Z² the numerator is 10n⁴ + 2n² − 6n²L − (9n⁴ − 6n²L + L²), so

(Δr)² = ⟨r²⟩ − ⟨r⟩² = (n⁴ + 2n² − L²)/(4Z²).  (34)

The chain continues without end, since the coefficient s + 1 of the highest moment is nonzero for s ≥ 0. At s = 2l + 1 the third coefficient vanishes and the step is a two-term relation.

The recursion does not lead from ⟨r^{−1}⟩ down to ⟨r^{−2}⟩. The only integer values of s at which ⟨r^{−2}⟩ appears are s = 0, where its coefficient is zero, and s = −1 and −2, where it is tied to still lower moments. At s = −1 the coefficient of ⟨r^{−1}⟩ is zero as well. The moments of integer order thus split into two families, k ≥ −1 and k ≤ −2, and the second needs a starting value from outside.

The Hellmann–Feynman theorem in the parameter l supplies it, and it has a boundary term of its own that must be examined. Keep n_r fixed and let v = ∂u/∂l. From (1), ∂H/∂l = (2l+1)/(2r²). Differentiation of (H − E)u = 0 gives

(H − E)v = [dE/dl − (2l+1)/(2r²)] u.  (35)

Multiply by u. On the left, uHv − Euv = uHv − vHu = −½(uv′ − u′v)′ by (9). From (7) and ∂r^{l+1}/∂l = r^{l+1} ln r, v = u ln r + r^{l+1}Φ, where Φ = ∂(cF)/∂l is a power series in r. The logarithmic part contributes u(u′ ln r + u/r) − u′u ln r = u²/r to the Wronskian, and the second part contributes c r^{2l+2}(FΦ′ − F′Φ), because the common factor r^{l+1} comes out of a Wronskian squared. The leading behaviour is c²r^{2l+1}, which vanishes at the origin for l > −½; at infinity the exponential removes everything. The integral of the left side is zero, and the right side gives dE/dl = (l + ½)⟨r^{−2}⟩. From (6), with dn/dl = 1, dE/dl = Z²/n³. Hence

⟨r^{−2}⟩ = Z²/[n³(l + ½)].  (36)

For l = 0, (30) and (36) combine to c² = 2Z⟨r^{−2}⟩ = 4Z³/n³. The 1s function u = c r e^{−Zr} confirms this directly: ∫r²e^{−2Zr}dr = 2/(2Z)³ = 1/(4Z³), so c² = 4Z³.

**9. The downward chain**

At s = −1 the condition −1 > −2l − 1 means l > 0. The first coefficient is zero, −(2s+1)Z = +Z, and the third coefficient is −¼[(2l+1)² − 1] = −L:

Z⟨r^{−2}⟩ = L⟨r^{−3}⟩,  l > 0.  (37)

This is ⟨V′⟩ = 0: the mean Coulomb force Z/r² equals the mean centrifugal force L/r³. With (36),

⟨r^{−3}⟩ = Z³/[n³ l(l + ½)(l + 1)].  (38)

As l → 0 from above, (37) passes into (30) by way of (29): there δ = 2l, and the splitting argument behind (29) carries over with l as the variable, because c and F depend continuously on l at fixed n_r; so 2l⟨r^{−3}⟩ → c², and L⟨r^{−3}⟩ → ½c². The contact term of an s state is the limit of the mean centrifugal force.

At s = −2, allowed for l > ½, the coefficients are −Z²/n², +3Z and −½(4L − 3), with 4L − 3 = (2l − 1)(2l + 3). Then ½(2l−1)(2l+3)⟨r^{−4}⟩ = 3Z⟨r^{−3}⟩ − (Z²/n²)⟨r^{−2}⟩ = Z²⟨r^{−2}⟩(3/L − 1/n²), where (37) was used, and with (36)

⟨r^{−4}⟩ = 2Z⁴(3n² − L)/[n⁵ L (l + ½)(2l − 1)(2l + 3)].  (39)

For integer l ≥ 1 the allowed negative integers are s = −1, …, −2l. At each of them s ≠ 0 and s² < (2l+1)², so the third coefficient is nonzero and the relation can be solved for ⟨r^{s−2}⟩. The last step, s = −2l, gives ⟨r^{−2l−2}⟩, which by (8) is the lowest finite moment of integer order. The chain ends exactly where the moments do. One step further stands (28), which for l ≥ 1 relates the two lowest finite moments to the amplitude c at the origin; for l = 0 it contains only the lowest one, ⟨r^{−2}⟩, as (30) shows.

**10. Ordinary units and range of validity**

A moment in ordinary length units is a₀^k times its value in atomic units. Multiply (27) by a₀^s/Z² and define a = a₀/Z:

(s+1)⟨r^s⟩/n² − (2s+1)a⟨r^{s−1}⟩ + (s/4)[(2l+1)² − s²]a²⟨r^{s−2}⟩ = 0.  (40)

Since u² has the dimension of an inverse length, c² has the dimension length^{−(2l+3)}, and its atomic-unit value is a₀^{2l+3} times its value in ordinary units. The cutoff in atomic units is ε/a₀. The same factor a₀^s/Z² applied to (24) gives a₀^s · a₀^{2l+3} · a₀^{−(2l+1+s)}/Z² = a² as the overall factor, and Z in (26) combines with ε/a₀ to ε/a. The left side of (40), with every integral started at ε, therefore equals

−B(ε) = −a²c² ε^{2l+1+s} [ (s/4)(2l+1−s) + (s² − ms − 1)ε/(ma) + O(ε²/a²) ],  (41)

and the right side of the edge relation (28) becomes ½(2l+1)²a²c². Energies carry the hartree E_h: the Coulomb energy is −E_h a₀Z/r and the centrifugal energy E_h a₀²L/(2r²), so the two forces are E_h a₀Z/r² and E_h a₀²L/r³.

The derivation used two facts about the system: the form (1) of the potential, which fixes K_s, and the exponent l + 1 at the origin, which fixes the condition on s. A finite nuclear mass changes neither; the electron mass is replaced by the reduced mass μ, and a becomes a₀mₑ/(μZ). An added potential β/r² is absorbed by defining l′ through l′(l′+1) = l(l+1) + 2β, which has a real root l′ > −½ when (l + ½)² + 2β > 0. Since l was allowed to be real throughout, (27) holds with l′ in place of l, n = n_r + l′ + 1, and the condition s > −2l′ − 1. A change δV of the potential that is not a combination of r⁰, r^{−1} and r^{−2}, such as screening or a finite nuclear size, leaves (11), (16) and (18) intact, because they hold for general V. It adds −2f′δV − fδV′ to the bracket in (16) and changes E from the value (6), and the relation then in general no longer closes on the three moments of (27). Isolated values of s can be exceptions: for δV ∝ r^p the added term is proportional to 2(s+1) + p and vanishes at s = −1 − p/2, where only the three powers of (20) remain, with −2E in place of Z²/n². For p > −2 the behaviour u ∝ r^{l+1} at the origin is unchanged, so the three-term relation survives at this s if s > −2l − 1, that is, if p < 4l. For an s state with an added linear potential (p = 1, s = −3/2) this condition fails, and the boundary term diverges. The Dirac equation leads to a pair of coupled first-order radial equations and is outside this result. The Klein–Gordon equation in a Coulomb field, by contrast, has a radial equation of the form (1) with β = −(Zα)²/2, α being the fine-structure constant, and with Z multiplied by the ratio of the total energy to mc². Provided (l + ½)² > (Zα)², (27) with l′ and this effective Z holds for the moments of u², which is not the Klein–Gordon charge density.

**11. Worked example: hydrogen 3p, with 1s for contrast**

The model is (1) with Z = 1, n = 3, l = 1, so n_r = 1, L = 2, a = a₀ = 0.529177 Å, E_h = 27.21139 eV, and the edge lies at s = −3. Five or six figures are kept so that the identities of the model can be checked. Real hydrogen differs from the model, mainly through the reduced mass, by roughly 5 parts in 10⁴ of a length or an energy. Quantities that scale with a higher power of μ/mₑ shift by correspondingly more: the mean forces by 1.1 parts in 10³ (to 1.2683 eV/Å for 3p and 102.73 eV/Å for 1s), ⟨r^{−4}⟩ by 2.2 and the 3p value of c² by 2.7 parts in 10³.

In atomic units κ = 1/3, and (5) gives p₁/p₀ = 2(2/3 − 1)/4 = −1/6 and p₂ = 0, so u = c r²(1 − r/6)e^{−r/3}. The normalization uses ∫r^j e^{−2r/3}dr = j!(3/2)^{j+1}:

1/c² = (3/2)⁵[4! − (1/3)(5!)(3/2) + (1/36)(6!)(9/4)] = (243/32)(24 − 60 + 45) = 2187/32.

In ordinary units c² = (32/2187)/a₀⁵ = 0.352611 Å⁻⁵. The energy is E = −27.21139/18 = −1.51174 eV. A finite-difference diagonalization of (1), which makes no use of the series solution, gives −1.51175 eV with a step of 0.01 bohr in a box of 70 bohr; the last digit is discretization error, and halving the step moves the value by 3 × 10⁻⁶ eV, to −1.51174 eV.

The three coefficients of (40), in the order of the moments ⟨r^s⟩, ⟨r^{s−1}⟩, ⟨r^{s−2}⟩, are:

s = 3: 0.444444, −3.704240 Å, 0
s = 2: 0.333333, −2.645886 Å, 0.700071 Ų
s = 1: 0.222222, −1.587532 Å, 0.560057 Ų
s = 0: 0.111111, −0.529177 Å, 0
s = −1: 0, 0.529177 Å, −0.560057 Ų
s = −2: −0.111111, 1.587532 Å, −0.700071 Ų
s = −3: −0.222222, 2.645886 Å, 0

The upward chain starts from ⟨r⁰⟩ = 1.

⟨r^{−1}⟩ = 0.111111/0.529177 = 0.20997 Å⁻¹

⟨r⟩ = (1.587532 − 0.560057 × 0.20997)/0.222222 = 6.61472 Å

⟨r²⟩ = (2.645886 × 6.61472 − 0.700071)/0.333333 = 50.405 Ų

⟨r³⟩ = 3.704240 × 50.4051/0.444444 = 420.10 ų

The last step has two terms because s = 3 = 2l + 1. The mean radius 6.61472 Å is 12.5 bohr, as (32) requires: (27 − 2)/2. With ⟨r⟩² = 43.7545 Ų the variance is 50.4051 − 43.7545 = 6.651 Ų, so Δr = 2.57889 Å = 4.87340 bohr, which is the square root of (81 + 18 − 4)/4 from (34). The ratio Δr/⟨r⟩ is 0.38987. The mean Coulomb energy is −27.21139 × 0.529177 × 0.20997 = −3.0235 eV, twice E.

The seed of the downward chain is (36):

⟨r^{−2}⟩ = 1/(27 × 1.5 × 0.529177²) = 0.0881744 Å⁻².

Because L/2 = 1 here, the mean centrifugal energy is E_h a₀²⟨r^{−2}⟩ = 0.67189 eV, and the Hellmann–Feynman relation says that 1.5 times this number equals dE/dl = 27.21139/27 = 1.00783 eV, which it does by construction, since the seed was taken from (36); the independent checks are the numerical slope and the direct integral of ⟨r^{−2}⟩ mentioned below. The slope of the finite-difference eigenvalue with respect to l, taken between l = 0.99 and 1.01 on the same mesh, is 1.0079 eV; with half the mesh step and l = 1 ± 0.002 it becomes 1.00783 eV. The two downward steps are

⟨r^{−3}⟩ = 0.529177 × 0.0881744/0.560057 = 0.0833128 Å⁻³

⟨r^{−4}⟩ = (1.587532 × 0.0833128 − 0.111111 × 0.0881744)/0.700071 = 0.17493 Å⁻⁴

All these moments agree, in every printed digit, with the integrals (2) evaluated directly from u; the direct values of the extreme ones are 420.104 ų and 0.174931 Å⁻⁴.

The step s = −1 is the force balance of the opening. Since La₀² = 0.560057 Ų,

Coulomb: 27.21139 × 0.529177 × 0.0881744 = 1.26968 eV/Å

centrifugal: 27.21139 × 0.560057 × 0.0833128 = 1.26968 eV/Å

With the chain values the equality is built in, since ⟨r^{−3}⟩ came from this very step; the directly integrated moments give the same two forces, and that is the independent check. The step is allowed because s = −1 lies above the edge s = −3 of a p state.

At the edge itself the two surviving terms are −0.222222 × 0.0833128 = −0.018514 Å⁻³ and 2.645886 × 0.174931 = 0.46285 Å⁻³. Their sum is 0.444335 Å⁻³, not zero. The boundary term of (28) is (9/2)a²c² = 4.5 × 0.529177² × 0.352611 = 0.444335 Å⁻³. The left side came from the Hellmann–Feynman seed and two steps of the recursion, the right side from the normalization of u, so the agreement links two independent calculations.

The three regimes of part 6 appear when the integrals are cut at ε. The quantity −B(ε), obtained by differentiating u and Au at ε, and the integral of K_s u² from ε outward agree in all printed digits, as (21) demands. For ε = 0.1, 0.01 and 0.001 Å the common values are:

s = −2: 0.0200284, 0.00241771, 0.00024634 Å⁻²
s = −3: 0.359696, 0.435097, 0.443403 Å⁻³
s = −4: 5.59936, 67.6868, 689.743 Å⁻⁴

All are positive, since G₀ < 0 for negative s. For s = −2 the exponent 2l + 1 + s is +1 and the values fall by a factor approaching ten per decade of ε. For s = −3 the exponent is 0 and the values approach 0.444335 Å⁻³. For s = −4 the exponent is −1 and the values grow by a factor approaching ten per decade.

Equation (41) accounts for the numbers at the smallest cutoff. The values of −G₀ = −(s/4)(3 − s) are 5/2, 9/2 and 7 for s = −2, −3, −4, that is 5/9, 1 and 14/9 of the edge value. The leading terms at ε = 0.001 Å are therefore (5/9) × 0.444335 × 0.001 = 0.00024685, then 0.444335, then (14/9) × 0.444335/0.001 = 691.19, each in the unit of its row. The computed values lie below these by 0.21 % of the leading term in all three rows. With m = 4 the coefficient (s² − 4s − 1)/4 is 11/4, 5 and 31/4, and its ratio to G₀ is −11/10, −10/9 and −31/28. Multiplied by ε/a = 0.001/0.529177, each gives −0.21 %. The near equality of the three corrections reflects the closeness of these three ratios. At ε = 0.1 Å the expansion parameter ε/a is a hundred times larger, which is why the first decade departs visibly from the pure power law.

For 1s the edge is s = −1. From (36), ⟨r^{−2}⟩ = 2/a₀² = 7.14213 Å⁻², and the mean Coulomb force is 27.21139 × 0.529177 × 7.14213 = 102.844 eV/Å. The amplitude at the origin is c² = 4/a₀³ = 26.99334 Å⁻³, and the boundary term of (30) is ½E_h a₀²c² = 0.5 × 27.21139 × 0.529177² × 26.99334 = 102.844 eV/Å. The force that the unrestricted hypervirial argument sets to zero is carried entirely by the term at the origin.

The numerical check tests the identities (9), (12), (13), (15) and (18) symbolically on arbitrary functions and (19) on the 3p function; it tests (21), the leading term (25), the recursion (27) at integer and non-integer s, and (28), (29), (31) to (33) and (36) on six bound states, one of them with non-integer l, and (37) on the four of them with l > 0; and it confirms that a function which is not an eigenstate of H violates the recursion.

Values computed for the example and the checks

```
Bohr radius a0 = 0.529177 A; Hartree = 27.21139 eV
hydrogen n = 3, l = 1, Z = 1; edge s = -3
E = -1.51174 eV; finite-difference E = -1.51175 eV
dE/dl = 1.00783 eV; finite-difference dE/dl = 1.0079 eV
s =  3: coefficients 0.444444, -3.704240 A, 0.000000 A^2
s =  2: coefficients 0.333333, -2.645886 A, 0.700071 A^2
s =  1: coefficients 0.222222, -1.587532 A, 0.560057 A^2
s =  0: coefficients 0.111111, -0.529177 A, 0.000000 A^2
s = -1: coefficients 0.000000, 0.529177 A, -0.560057 A^2
s = -2: coefficients -0.111111, 1.587532 A, -0.700071 A^2
s = -3: coefficients -0.222222, 2.645886 A, 0.000000 A^2
<r^-4>: chain 0.174931, direct integral 0.174931 A^-4
<r^-3>: chain 0.0833128, direct integral 0.0833128 A^-3
<r^-2>: chain 0.0881744, direct integral 0.0881744 A^-2
<r^-1>: chain 0.20997, direct integral 0.20997 A^-1
<r^0>: chain 1, direct integral 1 A^0
<r^1>: chain 6.61472, direct integral 6.61472 A^1
<r^2>: chain 50.4051, direct integral 50.4051 A^2
<r^3>: chain 420.104, direct integral 420.104 A^3
<r> = 6.61472 A = 12.50000 bohr
<r>^2 = 43.75446 A^2; variance = 6.65068 A^2
Delta r = 2.57889 A = 4.87340 bohr; Delta r/<r> = 0.38987
mean Coulomb energy = -3.02349 eV
mean centrifugal energy = 0.67189 eV
mean Coulomb force = 1.26968 eV/A; mean centrifugal force = 1.26968 eV/A
3p c^2 = 0.352611 A^-5
edge s = -3: terms -0.018514 and 0.462849, sum 0.444335 A^-3
edge s = -3: (9/2) a^2 c^2 = 0.444335 A^-3
s = -2, eps = 0.1 A: -B = 0.0200284, cut integral = 0.0200284 A^-2
s = -2, eps = 0.01 A: -B = 0.00241771, cut integral = 0.00241771 A^-2
s = -2, eps = 0.001 A: -B = 0.00024634, cut integral = 0.00024634 A^-2
s = -3, eps = 0.1 A: -B = 0.359696, cut integral = 0.359696 A^-3
s = -3, eps = 0.01 A: -B = 0.435097, cut integral = 0.435097 A^-3
s = -3, eps = 0.001 A: -B = 0.443403, cut integral = 0.443403 A^-3
s = -4, eps = 0.1 A: -B = 5.59936, cut integral = 5.59936 A^-4
s = -4, eps = 0.01 A: -B = 67.6868, cut integral = 67.6868 A^-4
s = -4, eps = 0.001 A: -B = 689.743, cut integral = 689.743 A^-4
1s: <r^-2> = 7.14213 A^-2; c^2 = 26.99334 A^-3
1s: mean Coulomb force = 102.8441 eV/A; boundary term c^2/2 = 102.8441 eV/A
```
